\section*{Admittance and Displacement-Current Noise of One Trap at an Electrode}

\section{The decision: one noise source or two?}

A noise calculation for a small capacitor contains a trap in the dielectric. The trap adds a loss conductance, to which one assigns thermal noise $4kT\,\mathrm{Re}\,Y$. Its electron also jumps in and out at random, which suggests a second source, telegraph noise. Should both be entered? For a trap in equilibrium with one electrode the answer is no: they are the same noise, and entering both doubles the noise power. The notes below derive this, first for a symmetric trap and then in general.

\section{What the external circuit sees}

A film of thickness $d$ lies between wide plates. Electrode 1 is grounded and electrode 2 is held at voltage $V$ by a stiff source. A trap at distance $x$ from electrode 1 holds $n=0$ or $1$ electron of charge $-q$, and exchanges it with electrode 1 only.

To find the charge on electrode 2, compare two electrostatic situations. In A both plates are grounded and the electron sits at $x$. In B the trap is empty and electrode 2 has voltage $V'$, so the potential at the trap is $V'x/d$. Both potentials obey $-\nabla\cdot(\epsilon\nabla\phi)=\rho$. Multiplying each equation by the other potential and integrating by parts gives $\int\rho_A\phi_B=\int\rho_B\phi_A$. The right side vanishes, because $\rho_B$ lies on the plates, where $\phi_A=0$. Hence
\begin{equation}
Q_2V'-qV'\frac{x}{d}=0,\qquad Q_2=q\lambda,\qquad \lambda=\frac{x}{d}.
\end{equation}
By superposition the charge at voltage $V$ is $CV+q\lambda n$. No electron crosses to electrode 2, so the current flowing into it from the wire is
\begin{equation}
I=C\frac{dV}{dt}+q\lambda\frac{dn}{dt}.
\label{current}
\end{equation}
The same $\lambda$ sets the trap level,
\begin{equation}
E(V)=E_0-q\lambda V,
\end{equation}
where $E_0$ includes the constant image energy of the trapped electron. A constant $V$ does not spoil equilibrium: with electrode 2 blocked there is no steady current, and the trap equilibrates with electrode 1 at its Fermi level $\mu$.

\section{Simplest case: a half-filled trap}

Take one nondegenerate state with $E=\mu$, so that $n=1$ half of the time. Suppose for now that the total relaxation rate $\Gamma=1/\tau$ does not depend on $V$. A small voltage change $\delta V$ moves the equilibrium occupation to
\begin{equation}
\frac{1}{1+e^{-q\lambda\delta V/kT}}\simeq\frac12+\frac{q\lambda\,\delta V}{4kT}.
\end{equation}
The mean occupation relaxes towards this value:
\begin{equation}
\frac{d\,\delta p}{dt}=-\Gamma\left(\delta p-\frac{q\lambda\,\delta V}{4kT}\right).
\end{equation}
With time factor $e^{i\omega t}$, $\delta p=\Gamma q\lambda\,\delta V/[4kT(\Gamma+i\omega)]$. The trap current is $i\omega q\lambda\,\delta p$, so
\begin{equation}
Y=\frac{q^2\lambda^2}{4kT}\,\frac{i\omega\Gamma}{\Gamma+i\omega},\qquad
\mathrm{Re}\,Y=\frac{q^2\lambda^2}{4kT}\,\frac{\Gamma\omega^2}{\Gamma^2+\omega^2}.
\end{equation}

For the noise, hold $V$ fixed. The variance of $n$ is $1/4$ and its covariance decays as $e^{-\Gamma|t|}$. I use one-sided spectra, $S(\omega)=4\int_0^\infty K(t)\cos\omega t\,dt$, whose integral over positive frequency in hertz is the variance. Then $S_n=\Gamma/(\Gamma^2+\omega^2)$. Differentiation in time multiplies a spectrum by $\omega^2$, so
\begin{equation}
S_I=q^2\lambda^2\frac{\Gamma\omega^2}{\Gamma^2+\omega^2}=4kT\,\mathrm{Re}\,Y.
\end{equation}
Test on a limit: as $\omega\to0$ both sides vanish as $\omega^2$. A trap that can only store charge carries no steady current and has no low-frequency current noise.

This case assumed half filling, one state and a fixed $\Gamma$. In a tunnelling problem $V$ also changes the barrier, so the last assumption needs particular care.

\section{General rates}

Let the trap have $g$ degenerate occupied states, with double occupation excluded. Each is filled at rate $c/g$ and emptied at rate $e$:
\begin{equation}
\frac{dp_s}{dt}=\frac{c}{g}(1-p)-e\,p_s,\qquad p=\sum_s p_s.
\end{equation}
Summing over $s$ gives a closed equation,
\begin{equation}
\frac{dp}{dt}=c(1-p)-ep,\qquad \Gamma=c+e,\qquad f=\frac{c}{\Gamma},
\label{master}
\end{equation}
where $f$ is the stationary occupation. The rates are assumed to have no memory and to follow $V(t)$ instantly.

What fixes $c/e$? In an oxide the lattice relaxes when the charge changes. Use one lattice coordinate $u$, with energy $Ru^2$ for the empty trap and $R(u-1)^2+\Delta$ after capture; $R$ is the reorganisation energy and $\Delta=E-\epsilon$ for an electron taken from electrode energy $\epsilon$. The jump conserves energy when the gap $R-2Ru+\Delta$ is zero. Classically $u$ has mean zero and variance $kT/2R$, so the gap has mean $R+\Delta$ and variance $2RkT$. Its probability density at zero is
\begin{equation}
L(\Delta)=\frac{e^{-(\Delta+R)^2/4RkT}}{\sqrt{4\pi RkT}} .
\end{equation}
Emission is the reverse process, with $\Delta$ replaced by $-\Delta$. With Fermi function $F$ and a tunnelling factor $\gamma(\epsilon)$ common to both directions,
\begin{align}
c&=g\int\gamma F\,L(E-\epsilon)\,d\epsilon,\\
e&=\int\gamma(1-F)\,L(\epsilon-E)\,d\epsilon.
\label{emission}
\end{align}
Because $(\Delta+R)^2-(R-\Delta)^2=4R\Delta$, we have $L(\Delta)=L(-\Delta)e^{-\Delta/kT}$. Also $F=(1-F)e^{-(\epsilon-\mu)/kT}$. In the product the two exponents add to $-(E-\mu)/kT$, and $\epsilon$ drops out. Therefore
\begin{equation}
\frac{c}{e}=g\,e^{-(E-\mu)/kT},\qquad
f=\frac{1}{1+g^{-1}e^{(E-\mu)/kT}} .
\label{balance}
\end{equation}
This is detailed balance. It holds for any energy dependence of $\gamma$, and for any size that keeps the rate description valid ($\hbar\gamma\ll kT$).

\section{General admittance}

Write $V=V_0+\delta V$, $p=f+\delta p$, and let a prime denote $d/dV$. To first order, (\ref{master}) gives
\begin{equation}
\frac{d\,\delta p}{dt}=-\Gamma\,\delta p+\left[c'(1-f)-e'f\right]\delta V .
\end{equation}
In the stationary state $c(1-f)=ef=\Gamma f(1-f)$. Take this common factor out of the bracket:
\begin{equation}
c'(1-f)-e'f=\Gamma f(1-f)\left(\frac{c'}{c}-\frac{e'}{e}\right)
=\Gamma f(1-f)\frac{q\lambda}{kT}.
\end{equation}
The last step uses (\ref{balance}): $(\ln c/e)'=-E'/kT=q\lambda/kT$. A voltage-dependent barrier multiplies $c$ and $e$ alike and cancels in the difference. The constant $\Gamma$ of the simple case was therefore unnecessary at linear order.

Solving for $\delta p$ and multiplying by $i\omega q\lambda$ gives
\begin{equation}
Y=\frac{i\omega C_t}{1+i\omega\tau},\qquad C_t=\frac{q^2\lambda^2f(1-f)}{kT}.
\label{Y}
\end{equation}
Multiplying numerator and denominator by $1-i\omega\tau$ separates the parts:
\begin{equation}
\mathrm{Re}\,Y=\frac{C_t\,\omega^2\tau}{1+\omega^2\tau^2},\qquad
\frac{\mathrm{Im}\,Y}{\omega}=\frac{C_t}{1+\omega^2\tau^2}.
\end{equation}
Since $1/Y=1/(i\omega C_t)+\tau/C_t$, the trap is a capacitor $C_t$ in series with a resistor $\tau/C_t$. The film's own capacitance adds $i\omega C$ in parallel.

Two limits test this. For $g=1$, $f=1/2$ it returns the simple case. For $\omega\to0$ the capacitance must equal the static slope $q\lambda\,df/dV$, and (\ref{balance}) gives $df/dV=f(1-f)q\lambda/kT$, as required. A trap far from the Fermi level has $f(1-f)\to0$ and disappears from the admittance.

\section{General noise, by two routes}

Hold $V$ fixed again. If $n=1$ at time zero, the solution of (\ref{master}) is $p(t)=f+(1-f)e^{-\Gamma t}$. The probability of starting with $n=1$ is $f$, so
\begin{equation}
K_n(t)=f\left[f+(1-f)e^{-\Gamma|t|}\right]-f^2=f(1-f)e^{-\Gamma|t|}.
\end{equation}
With $\int_0^\infty e^{-\Gamma t}\cos\omega t\,dt=\Gamma/(\Gamma^2+\omega^2)$,
\begin{equation}
S_I=q^2\lambda^2\omega^2S_n=4q^2\lambda^2f(1-f)\frac{\Gamma\omega^2}{\Gamma^2+\omega^2}.
\label{SI}
\end{equation}

The current is a train of impulses, so the factor $\omega^2$ deserves a separate derivation. Upward jumps occur at rate $c(1-f)=\Gamma f(1-f)$ and downward jumps at the same rate. Each impulse correlates with itself, giving a delta function weighted by the total jump rate $2\Gamma f(1-f)$. After an upward jump the mean of $dn/dt$ is $-\Gamma(1-f)e^{-\Gamma t}$. After a downward jump, $p=f(1-e^{-\Gamma t})$ and the mean is $+\Gamma fe^{-\Gamma t}$, to be multiplied by the sign $-1$ of that jump. Weighting by the rates,
\begin{align}
\frac{K_I}{q^2\lambda^2}&=2\Gamma f(1-f)\delta(t)-\Gamma^2f(1-f)\left[(1-f)+f\right]e^{-\Gamma|t|}\nonumber\\
&=f(1-f)\left[2\Gamma\delta(t)-\Gamma^2e^{-\Gamma|t|}\right].
\end{align}
The one-sided spectrum is twice the full Fourier integral:
\begin{equation}
S_I=2q^2\lambda^2f(1-f)\left[2\Gamma-\frac{2\Gamma^3}{\Gamma^2+\omega^2}\right],
\end{equation}
which is (\ref{SI}).

For $\omega\gg\Gamma$ the negative term is lost and $S_I\to2(q\lambda)^2$ times the total jump rate. This is full shot noise for impulses of charge $q\lambda$. For $\omega\ll\Gamma$ the alternation of jumps cancels it.

\section{The relation at every frequency}

Insert $q^2\lambda^2f(1-f)=kT\,C_t$ in (\ref{SI}) and divide numerator and denominator by $\Gamma^2$:
\begin{equation}
S_I(\omega)=4kT\,\frac{C_t\,\omega^2\tau}{1+\omega^2\tau^2}=4kT\,\mathrm{Re}\,Y(\omega).
\end{equation}
Within the classical, memoryless model this holds at every $\omega$. The shot-noise plateau is also the thermal noise of the series resistor $\tau/C_t$. The variance of the induced charge is $kT\,C_t$. For several independent traps both admittances and noise spectra add, so the relation survives any spread of $\tau$.

\section{Numbers for a thin oxide}

Take rough typical values for silicon dioxide between metal electrodes: $d=6$ nm, $x=1.2$ nm, plates 50 nm on a side, $T=300$ K, $V_0=1.2$ V, barrier 3.5 eV, tunnelling mass $0.42\,m_e$, $R=1$ eV, attempt rate $10^{13}$ s$^{-1}$ and $g=2$. At zero bias the level lies 0.24 eV above $\mu$. Then $\lambda=1.2/6=0.2$, the level at bias is $0.24-0.2\times1.2=0$, and $f=1/(1+1/2)=2/3$.

The tunnelling exponent, twice the integral of $\sqrt{2m(\text{barrier})}/\hbar$ from the electrode to the trap, is 14.65. It gives $\gamma=10^{13}e^{-14.65}\simeq4.3\times10^6$ s$^{-1}$. The lattice slows this greatly. At $E=\mu$, with $\epsilon$ measured from $\mu$, the integrand of (\ref{emission}) contains $e^{-R/4kT}/[2\cosh(\epsilon/2kT)]$ and a broad Gaussian. Replacing the Gaussian by one,
\begin{equation}
e\simeq\gamma\,\frac{\pi kT}{\sqrt{4\pi RkT}}\,e^{-R/4kT}\simeq39\ \mathrm{s^{-1}}.
\label{estimate}
\end{equation}
For exactly these inputs (the real uncertainty is far larger, as the last section shows) the full integral, with $\gamma$ held at its Fermi-level value (its energy dependence would add about 1.4\%), gives $e=36.9$ s$^{-1}$ and $c=73.8$ s$^{-1}$, hence $\Gamma=110.7$ s$^{-1}$, $\tau=9.03$ ms and a corner frequency $\Gamma/2\pi=17.6$ Hz.

With $kT/q=0.02585$ V,
\begin{equation}
C_t=\frac{1.602\times10^{-19}\times0.04\times0.2222}{0.02585}\ \mathrm{F}=0.0551\ \mathrm{aF}.
\end{equation}
At the corner $\mathrm{Re}\,Y=C_t/2\tau=3.05\times10^{-18}$ S, so $S_I=5.05\times10^{-38}$ A$^2$/Hz, or $2.2\times10^{-19}$ A/$\sqrt{\mathrm{Hz}}$. The plateau is twice this $S_I$. Relative to the film's parallel-plate capacitance of 14.4 aF (relative permittivity 3.9), the trap contributes a loss tangent of about $0.0551/(2\times14.4)=1.9\times10^{-3}$ at the corner. For plates this small, fringing fields in a uniform oxide raise the capacitance by about a third and lower the loss tangent to about $1.4\times10^{-3}$.

The relation was also tested without using (\ref{Y}) or (\ref{SI}). The master equation was driven by a 0.5 mV sine with fully voltage-dependent rates, and the noise was integrated from the covariance of a three-state process (empty, spin up, spin down). At biases of 1.0 and 1.2 V, and $\omega\tau=0.01$, 0.1, 1, 10 and 100, noise and $4kT\,\mathrm{Re}\,Y$ agreed to better than one part in $10^3$; at 1.2 V the largest difference was $6\times10^{-6}$ of the latter. A random sequence of 2.2 million jumps gave 1.004, 0.983 and 1.011 times the formula near $\omega\tau=0.3$, 1 and 5, with a sampling error near 1\%. The numerical output lists the values for 1.2 V.

\section{Where the model ends}

\paragraph{The real film.} The absolute rate is the weakest number. The image force lowers the barrier and multiplies tunnelling by 5.5 in a WKB estimate; treating the lattice as quantum phonons of 60 meV gives a factor 2.9. If these factors simply multiply, the corner moves from 18 Hz to about 0.3 kHz. Uncertainty in $x$ and in the attempt rate adds to this. At fixed level position a change of the rates alone leaves $C_t$ as it is, whereas an error in $x$ alters $C_t$ through $\lambda^2$. The relation between noise and admittance holds in either case. The plates are small, chosen so that one trap matters. Real films generally hold many traps, and some defects have additional slow configurations, for which a single Lorentzian is insufficient. The 2 MV/cm field is about a fifth of a rough breakdown field of 10 MV/cm.

\paragraph{Temperature.} At 375 K, with bias and level position held fixed, $\Gamma$ rises 7.6 times for the classical lattice, mainly through $e^{-R/4kT}$ in (\ref{estimate}), while $C_t$ falls to 0.80 of its value. With quantum phonons of 60 meV the rise in $\Gamma$ is smaller, about 4.7 times. Since $kT\,C_t$ is unchanged, the noise plateau rises with $\Gamma$.

\paragraph{High frequency.} The jump and the lattice response must be fast compared with $1/\omega$, and $\hbar\omega\ll kT$. In the quantum form of the relation, for symmetrised noise, $kT$ becomes $(\hbar\omega/2)\coth(\hbar\omega/2kT)$. At 300 K this differs from $kT$ by 1\% at 2.2 THz.

\paragraph{Low frequency.} Escape to electrode 2 would break equilibrium. An upper estimate of its rate, from tunnelling at the energy $\mu$ with no lattice factor and no image force, is $k=8\times10^{-13}\,\Gamma$. Downhill escape tunnels at lower energy, which makes the rate about $10^3$ times smaller, or about $10^2$ times smaller with the image force included. Such rare transfers add noise $2q^2fk$, white for $\omega\ll\Gamma$, whereas the trap noise falls as $\omega^2$. With this upper value of $k$ the two meet near $10^{-4}$ Hz; a smaller $k$ lowers the crossing. Without the image force, the shot noise of direct tunnelling through the ideal film is also far below this upper value of $2q^2fk$; the image force (relative permittivity 2.1) brings it to between 0.04 and 0.1 of that value, depending on whether the oxide mass or the free mass is used for the electrode supply. For a trap deeper in the film the two exchange rates can become comparable, even before mid-film, because escape to the biased electrode is downhill in energy; under bias the derivation then no longer applies.

\paragraph{Drive and source.} Linearity needs $q\lambda\,\delta V\ll kT$: at 10 mV the even part of the static charge response is already 1.3\% of the odd part. If the source is not stiff, each jump changes the plate voltage. With open terminals $E(V)$ differs by $q^2\lambda^2/C=0.017\,kT$ between the two charge states, and the energy of a jump differs by half of this from $E(V)$ in either state. This is small here but grows as the plates shrink.

For the opening decision: when the trap obeys these conditions and its loss is already in $\mathrm{Re}\,Y$, enter $4kT\,\mathrm{Re}\,Y$ once and add no telegraph source for the charge it induces. A leaky film needs one more check. If the trap's charge also switches a leakage current by $\Delta I$, that telegraph noise is separate and must be added; it exceeds the noise derived here at frequencies where $\omega<|\Delta I|/q\lambda$. In that case $Y$ in $4kT\,\mathrm{Re}\,Y$ must be the trap admittance (\ref{Y}), not the full admittance of the biased film. The switched leakage adds $\Delta I\,C_t/[q\lambda(1+i\omega\tau)]$ to the admittance, and its real part, which can have either sign, has no thermal noise to match it.

\section*{Numbers as computed}
\begin{verbatim}
film d = 6.0 nm, trap x = 1.2 nm, plate side = 50.0 nm, V0 = 1.2 V
T = 300.0 K, kT = 0.02585 eV, field = 2.00 MV/cm
barrier = 3.5 eV, mass = 0.42 m_e, reorganisation = 1.0 eV
attempt rate = 1.0e+13 1/s, degeneracy g = 2
level at zero bias = 0.24 eV, at V0 = 0.000 eV
lever arm x/d = 0.2000, from image sum = 0.200000
tunnelling exponent 2S = 14.649
tunnelling rate without lattice factor = 4.345e+06 1/s
capture = 73.82 1/s, emission = 36.91 1/s, sum = 110.73 1/s
occupation f = 0.6667, f(1-f) = 0.2222
tau = 9.031 ms, corner frequency = 17.62 Hz
C_t = 0.05509 aF, from static slope = 0.05509 aF
series resistance tau/C_t = 1.639e+17 ohm
geometric capacitance = 14.39 aF
loss tangent at corner, C_t/(2 C_geo) = 1.91e-03
rms induced charge = 0.0943 e
w*tau | Re Y (S) | Im Y/w (aF) | noise (A^2/Hz) | noise/(4kT Re Y)
  0.01 | 6.0992e-22 | 5.5083e-02 | 1.0105e-41 | 0.999994
  0.10 | 6.0394e-20 | 5.4543e-02 | 1.0006e-39 | 1.000001
  1.00 | 3.0499e-18 | 2.7544e-02 | 5.0530e-38 | 1.000000
 10.00 | 6.0394e-18 | 5.4543e-04 | 1.0006e-37 | 1.000000
100.00 | 6.0992e-18 | 5.5083e-06 | 1.0105e-37 | 1.000000
rms current density at corner = 2.248e-19 A/sqrt(Hz)
shot-noise limit from counted jumps = 1.0117e-37 A^2/Hz
total jump rate = 49.26 1/s
random jumps / formula at w*tau = 0.3: 1.004
random jumps / formula at w*tau = 1.0: 0.983
random jumps / formula at w*tau = 5.0: 1.011
Neglected effects:
image force multiplies tunnelling by 5.52
quantum phonons (60 meV) multiply rates by 2.93
far-electrode escape / total rate, upper estimate = 8.0e-13
direct leakage = 1.2e-32 A
leakage shot noise / trap noise at corner = 7.5e-14
open-circuit level shift per jump / kT = 0.0172
even/odd charge response at 10 mV = 0.0129
induced charge outside radius 25 nm, fraction = 1.8e-05
lifetime broadening / kT = 1.1e-07
at 375 K: rate factor = 7.64, C_t factor = 0.800
field / rough breakdown field (10 MV/cm) = 0.20
quantum noise factor departs by 1 % at 2.17 THz
\end{verbatim}
